# Why the mean linear intercept of grains is 2/S_V

Lines with a total length of 40 µm, drawn on a plan-view section of a fine-grained copper film, cross 400 grain boundaries. That is 10 crossings per micrometre, or one every 100 nm. If the boundaries have no preferred orientation, each cubic micrometre of this film holds 20 µm² of boundary, not 10. Both numbers have the unit µm⁻¹, and they differ by a factor of two. This notebook finds where the factor comes from, and when it is a different number.

## Quantities

Let \(S_V\) be the grain-boundary area per unit volume. A wall between two grains is counted once, although it belongs to both. Let \(P_L\) be the mean number of boundary crossings per unit length of test line. An intercept is an unbroken piece of test line inside one grain, from one wall to the next. The mean linear intercept \(L\) is the mean length of all intercepts, each with equal weight. If a line leaves a grain and later re-enters it, that makes two intercepts.

The grains fill the body without gaps, and the body is statistically homogeneous: its averages do not depend on where in it they are taken.

## First case: parallel walls

Take flat parallel walls a distance \(d\) apart. A block of area \(A\) and height \(d\) contains one wall of area \(A\), so

\[
S_V=\frac{A}{Ad}=\frac1d .
\]

A test line at an angle \(\theta\) to the wall normal advances by \(|\cos\theta|\) along the normal for each unit of its length. It therefore meets

\[
P_L(\theta)=\frac{|\cos\theta|}{d}=S_V|\cos\theta|
\]

walls per unit length. Along the normal the intercept is \(d=1/S_V\). A line parallel to the walls meets none. A single direction thus gives no fixed relation between intercept and area.

Now let the line direction be random, uniform over the sphere. The share of directions between \(\theta\) and \(\theta+d\theta\) is the area of a ring on the unit sphere, \(2\pi\sin\theta\,d\theta\), divided by \(4\pi\). The mean projection factor is

\[
\langle|\cos\theta|\rangle=\frac12\int_0^\pi|\cos\theta|\sin\theta\,d\theta
=\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\int_0^1\mu\,d\mu=\frac12 .
\]

The second step uses the equal contributions of the two hemispheres, and the third sets \(\mu=\cos\theta\). So \(\langle P_L\rangle=S_V/2\). An area that would be met once per unit length head-on is met half as often by random lines, because most of them approach it obliquely.

This case also shows how the average must be taken. With equal line length in each direction, the total length divided by the total number of intercepts is \(1/\langle P_L\rangle=2d=2/S_V\). If one instead averages the intercept \(d/|\cos\theta|\) over directions, the result is \(d\int_0^1d\mu/\mu\), which diverges. Long intercepts in grazing directions are few, and pooling gives them their proper small number.

## Any wall, flat or curved

For a general structure, divide the walls into patches so small that each is nearly flat. Consider one patch with area \(dA\) and unit normal \(\mathbf n\). Place a segment of length \(T\) and fixed direction \(\mathbf u\) with its starting point uniformly random in a volume \(V\). Take \(V\) so large that its outer edge does not matter, or repeat it periodically.

The segment hits the patch if its start is reached by going back from some point of the patch by a distance between 0 and \(T\) along \(-\mathbf u\). These starting points fill an oblique prism. Its base is \(dA\), and its height, measured perpendicular to the base, is \(T|\mathbf n\cdot\mathbf u|\). The probability of a hit is the prism volume divided by \(V\):

\[
dp=\frac{T\,|\mathbf n\cdot\mathbf u|\,dA}{V}.
\]

The expected number of crossings is the sum over all patches. Expected values add even when the events are correlated, so it does not matter that a hit on one patch makes a hit on a neighbouring one less or more likely. Dividing by \(T\) gives

\[
P_L(\mathbf u)=\frac1V\int|\mathbf n\cdot\mathbf u|\,dA .
\tag{1}
\]

A curved wall that is crossed twice contributes through two different patches. Grain edges and corners have no area and drop out. The walls must be piecewise smooth with finite total area; a surface whose measured area grows without limit as the scale gets finer has no definite \(S_V\).

**Limit: bricks.** Stack bricks with edges \(a=1\), \(b=2\), \(c=0.3\) in some length unit. Each brick has face area \(2(ab+bc+ca)\), half of which it owns, so

\[
S_V=\frac{ab+bc+ca}{abc}=\frac1a+\frac1b+\frac1c=4.833 .
\]

Equation (1) gives \(P_L(\mathbf u)=|u_x|/a+|u_y|/b+|u_z|/c\). For \(\mathbf u=(1,2,2)/3\) this is \(0.3333+0.3333+2.2222=2.8889\). A count on randomly placed lines in this direction gave 2.8888.

**Limit: a sphere.** For a sphere of radius \(R\), the integral in (1) is twice the area of its shadow, \(2\pi R^2\), since the front and the back each project onto the same disc. This is half of the surface \(4\pi R^2\), for every \(\mathbf u\). With one sphere of \(R=0.3\) in each periodic cube of edge 1, \(P_L\) should be \(2\pi(0.3)^2=0.5655\). Counting gave \(0.5677\pm0.0033\), where here and below the uncertainty is one standard error. The surrounding matrix is a connected, non-convex grain, which the argument allows.

## Isotropy

There are two ways to average \(|\mathbf n\cdot\mathbf u|\).

If the structure is isotropic, the normals, weighted by area, are spread uniformly over the sphere. For any fixed \(\mathbf u\), measure \(\theta\) from \(\mathbf u\); the integral already done gives \(\langle|\mathbf n\cdot\mathbf u|\rangle=1/2\). The total area in \(V\) is \(S_VV\), so

\[
P_L=\frac1V\,S_VV\cdot\frac12=\frac{S_V}{2}.
\tag{2}
\]

If the structure is not isotropic, make the lines isotropic instead. For each patch \(\mathbf n\) is then fixed and \(\mathbf u\) is random, and the same integral gives \(1/2\). Equation (2) now holds for the mean of \(P_L(\mathbf u)\) over directions. The flat bricks are a severe case: random lines gave \(2.4145\pm0.0018\) crossings per unit length, against \(S_V/2=2.4167\).

## From crossings to intercepts

Take \(M\) random lines of length \(T\), with \(N\) crossings in all. The complete intercepts lie between successive crossings. A line with \(k\ge1\) crossings has \(k-1\) of them, and a line without crossings has none. Their total number therefore lies between \(N-M\) and \(N\). Their total length is \(MT\) less the cut-off end pieces, which take up a share \(\epsilon\) of the line. The mean complete intercept thus lies between

\[
\frac{(1-\epsilon)MT}{N}\quad\text{and}\quad\frac{(1-\epsilon)MT}{N-M}
=\frac{1-\epsilon}{N/(MT)-1/T}.
\]

For many lines, \(N/(MT)\) tends to \(P_L\). Now let \(T\) grow. The term \(1/T\) vanishes. So does \(\epsilon\), provided that a random line meets a wall in both directions with probability one: each end piece then has some finite length, which becomes a vanishing share of \(T\). Both bounds tend to the same value:

\[
\boxed{L=\frac1{P_L}=\frac2{S_V}}
\tag{3}
\]

Space filling enters here. Each crossing ends one intercept and begins the next, so there is one intercept per crossing. For separate particles in a matrix whose pieces of line are not counted, this would fail.

For anisotropic grains, (3) is the pooled mean over random directions. Averaging the directional intercepts \(1/P_L(\mathbf u)\) gives a value at least as large, by the Cauchy–Schwarz inequality:

\[
1=\Big\langle\sqrt{P_L}\,\frac1{\sqrt{P_L}}\Big\rangle^2\le\langle P_L\rangle\Big\langle\frac1{P_L}\Big\rangle .
\]

For the bricks, the average over directions, estimated from lines of length 50, came out as 0.4777 (the integral of \(1/P_L(\mathbf u)\) over directions is 0.4771), while \(2/S_V=0.4138\). The wrong average is 15 % too large.

**Test on irregular grains.** Scatter 100 random points in a periodic cube of edge 1, and give each point the region closer to it than to any other. These Voronoi cells are irregular convex polyhedra that fill space. Their face areas, halved for sharing, give \(S_V=13.424\) and \(2/S_V=0.1490\). Random lines followed from wall to wall through the same cells gave 21 418 intercepts with a mean of \(0.1493\pm0.0005\). The areas and the intercepts were obtained separately, and they agree within the sampling error.

## The same result, grain by grain

An isolated body has the mean chord \(4V/S\), with a 4 in place of the 2. To connect the two, apply (2) to the surface \(S_g\) of one grain of volume \(V_g\). Random lines cross it \(S_g/(2V)\) times per unit length. Every intercept in the grain has two ends on this surface, so there are \(S_g/(4V)\) intercepts per unit length. The share of line inside the grain is \(V_g/V\). The mean intercept in this grain is therefore

\[
L_g=\frac{V_g/V}{S_g/(4V)}=\frac{4V_g}{S_g}.
\]

For a sphere this is \(4R/3\). For all grains together, divide the total length by the total number:

\[
L=\frac{\sum_gV_g/V}{\sum_gS_g/(4V)}=\frac{4\sum_gV_g}{\sum_gS_g}
=\frac{4V}{2S_VV}=\frac2{S_V}.
\]

The grains fill \(V\), and each wall appears in the surfaces of two grains, hence \(\sum_gS_g=2S_VV\). Sharing turns the 4 into a 2.

The intermediate formula can be tested on groups of grains. In the Voronoi structure, the 50 grains with the larger surfaces had a mean intercept of \(0.1627\pm0.0007\), against 0.1628 from \(4\sum V_g/\sum S_g\). The other 50 had \(0.1294\pm0.0007\), against 0.1285.

## Two lengths that are not L

Choose a random point in the body, draw a random line through it, and measure the intercept that contains the point. A long intercept is more likely to contain it, in proportion to its length \(l\). The mean is then

\[
\frac{\langle l\cdot l\rangle}{\langle l\rangle}=L\left(1+\frac{\langle l^2\rangle-L^2}{L^2}\right),
\]

which exceeds \(L\) unless all intercepts are equal. In the Voronoi structure it is \(1.322\,L\). The point lies uniformly within its intercept, so the mean distance forward to the next wall should be half of this length. Twice the measured distance was \((1.356\pm0.054)L\), in agreement.

Nor is \(L\) a grain diameter. Even in a sphere of diameter \(D\), the mean chord \(4R/3\) is only \(2D/3\), because most lines miss the centre. A polyhedron has more surface than a sphere of equal volume, so by \(4V_g/S_g\) its mean chord is shorter still. A sphere with the mean grain volume of the Voronoi structure has a diameter of \(1.79\,L\). This ratio depends on the shapes and sizes of the grains, whereas (3) does not.

## Columns: the factor changes

In a thin film, grains may reach from the bottom to the top, with vertical walls. Lines in a plan-view section then lie in the same plane as all the normals. If the normals are isotropic within that plane, the average runs over a circle:

\[
\langle|\mathbf n\cdot\mathbf u|\rangle=\frac1{2\pi}\int_0^{2\pi}|\cos\varphi|\,d\varphi
=\frac{4}{2\pi}=\frac2\pi .
\]

Each quarter of the circle contributes 1 to the integral. Hence \(P_L=2S_V/\pi\) and

\[
L=\frac{\pi}{2S_V}.
\]

The product \(S_VL\) is 1.571 in place of 2. Lines traced through a plane Voronoi pattern of 60 columns gave \(1.571\pm0.006\).

As a limit check, release the lines from the plane. A line at angle \(\theta\) to the column axis has an in-plane component \(\sin\theta\), whose mean over the sphere is \(\frac12\int_0^\pi\sin^2\theta\,d\theta=\pi/4\). The factor becomes \((\pi/4)(2/\pi)=1/2\), and (3) returns, as it must for random lines.

## Between equiaxed grains and columns

Stretch an isotropic structure, with boundary density \(S_0\), by a factor \(q\) along the film normal \(z\). In-plane lengths are unchanged, so in-plane lines keep the mean intercept \(L=2/S_0\).

The wall area does change. Let \(\mu=|n_z|\) for a patch before stretching. One direction in the patch is horizontal and keeps its length. A unit vector perpendicular to it within the patch has a horizontal component \(\mu\) and a vertical component \(\sqrt{1-\mu^2}\). Stretching multiplies the latter by \(q\), so the patch area grows by

\[
\sqrt{\mu^2+q^2(1-\mu^2)}=\sqrt{q^2-(q^2-1)\mu^2}.
\]

For isotropic normals \(\mu\) is uniform between 0 and 1. The volume grows by \(q\). Therefore

\[
S_V=\frac{S_0}{q}\int_0^1\!\sqrt{q^2-(q^2-1)\mu^2}\,d\mu,\qquad
S_VL=\frac2q\int_0^1\!\sqrt{q^2-(q^2-1)\mu^2}\,d\mu .
\tag{4}
\]

At \(q=1\) the root is 1 and the product is 2. For \(q\to\infty\), taking \(q\) out of the root leaves \(2\int_0^1\sqrt{1-\mu^2}\,d\mu=\pi/2\), the columnar value. For \(q=2\),

\[
S_VL=\int_0^1\!\sqrt{4-3\mu^2}\,d\mu
=\frac12\left[1+\frac4{\sqrt3}\cdot\frac\pi3\right]=1.709 .
\]

As a test of the area factor, the Voronoi polyhedra were stretched by 2 along each cube axis in turn, with \(L=2/S_0\) taken for the in-plane intercept. The single axes gave 1.704 to 1.712, since 100 grains are only nearly isotropic, and their average was also 1.709.

For flattened grains the product rises above 2. When \(q\to0\) the integral tends to \(\int_0^1\mu\,d\mu=1/2\), and \(S_VL\to1/q\). Most of the area then lies nearly parallel to the film, where in-plane lines seldom meet it.

## Back to the copper film

The film is 1 µm thick. Its counts give

\[
P_L=\frac{400}{40\ \mu\text m}=10\ \mu\text m^{-1},\qquad
L=\frac1{P_L}=100\ \text{nm},\qquad
S_V=2P_L=20\ \mu\text m^{-1}.
\]

With a rough boundary energy of 0.6 J/m², the stored energy is \(0.6\ \text{J/m}^2\times2\times10^7\ \text m^{-1}=12\ \text{MJ/m}^3\). Grain growth lowers this energy by removing boundary area.

The counting error can be estimated from the scatter between lines in the Voronoi structure. Scaled to 400 crossings, it is 2.3 % of \(L\). This is a rough value: a scatter estimated from 400 lines is itself uncertain by about 0.1 percentage point, and larger sets of lines, through these or through ever new random Voronoi grains, give about 2.5 %. It also assumes independent lines; lines that lie close together on one section cross the same grains, and the error can then be larger. In the same structure, scaled to \(L=100\) nm, 4.3 % of the intercepts are shorter than 10 nm. If the microscope merges the two walls of such an intercept into one, one crossing is lost each time, and \(P_L\) and \(S_V\) come out low by about this share.

Grain shape matters more. With the measured \(P_L\) held fixed, grains stretched by 2 along the film normal would give \(S_V=1.709\times10=17.1\ \mu\text m^{-1}\), which is 14.5 % below the isotropic value. Fully columnar grains would give 15.7 µm⁻¹, or 21.5 % below it. The crossing count from a plan-view section cannot tell these cases apart; a cross-section can show the elongation.

What is counted as a boundary can matter still more. Suppose that twin boundaries were left out and make up 30 % of all crossings, an assumed share. The full count is then \(10/0.7=14.3\ \mu\text m^{-1}\), and the full area is 28.6 µm⁻¹, 43 % more than before. The stored energy does not rise in proportion, because coherent twin boundaries in copper have a much lower energy than ordinary ones. The estimate also assumes that the twin planes are isotropic. In a film with a strong (111) texture, one family of {111} twin planes lies parallel to the film, and plan-view lines do not cross it.

The two film faces add \(2/(1\ \mu\text m)=2\ \mu\text m^{-1}\) of surface, 10 % of \(S_V\). They are not grain boundaries and do not belong in \(S_V\), but they count in a balance of all interfaces.

These round inputs are meant for as-plated copper, where the grains are much smaller than the film thickness and isotropy is a reasonable first assumption. If the grains were Voronoi cells, a sphere of the mean grain volume would measure about 180 nm, less than a fifth of the film thickness. After grain growth, copper grains can be as large as the film thickness, and in narrow interconnect lines they can span the line width. Isotropy is then no longer a safe assumption, and homogeneity may fail too. For vertical walls with in-plane isotropy, the factor \(\pi/2\) replaces 2. If the walls mostly run straight across a narrow line, a test line along its length meets them head-on, and \(S_VL\) approaches 1, as for the parallel walls at the start. The numerical output below lists most of the values used here; the rest follow from them by simple arithmetic.

## Computed values

```
mean |n.u|, sphere: 0.5000; circle: 0.6366
Voronoi grains: 100; intercepts traced: 21418
Voronoi S_V: 13.424 per box edge
Voronoi P_L traced: 6.693 +- 0.021; S_V/2: 6.712
Voronoi L traced: 0.1493 +- 0.0005 box edges
Voronoi 2/S_V: 0.1490 box edges
large grains: chord 0.1627 +- 0.0007; 4V/S 0.1628
small grains: chord 0.1294 +- 0.0007; 4V/S 0.1285
length-weighted mean / L: 1.322
same from random points: 1.356 +- 0.054
brick edges: 1.0 2.0 0.3 (length units)
bricks, fixed direction P_L: 2.8888; law: 2.8889
bricks, random lines P_L: 2.4145 +- 0.0018
bricks S_V/2: 2.4167; 2/S_V: 0.4138
bricks, intercepts averaged over directions: 0.4777
spheres P_L: 0.5677 +- 0.0033; S_V/2: 0.5655
columns S_V*L: 1.571 +- 0.006; pi/2: 1.571
stretch 2: S_V*L 1.7092; polyhedra 1.7090
film: line 40 um, crossings 400, thickness 1.0 um
film P_L: 10.00 per um
film mean intercept L: 100.0 nm
film S_V: 20.00 um^2/um^3
boundary energy, rough input: 0.6 J/m^2
stored boundary energy: 12.0 MJ/m^3
counting error (Voronoi scatter): 2.3 %
intercepts below 10 nm: 4.3 %
S_V if grains stretched by 2: 17.09 per um (-14.5 %)
S_V if columnar: 15.71 per um (-21.5 %)
assumed uncounted twin share: 30 % of all crossings
S_V with those twins: 28.57 per um (+42.9 %)
film faces: 2.00 per um (10.0 % of S_V)
sphere diameter of mean grain volume / L: 1.794
that diameter in the film: 179 nm
```
